Why a four-terminal resistance reading can still be wrong

**Question**

I measure the resistance of thin films with four terminals: two contacts carry the current and two others sense the voltage. I had understood that this makes contact resistance irrelevant. To check, I worked out the readings for a model circuit in which I know the answer. The film has 10 kΩ between the sense taps, each sense contact has 50 kΩ, the voltmeter has an input resistance of 10 MΩ, and the current is 10 nA. I also put a thermal voltage of 1 µV in the sense loop.

With one current direction the reading is 9990 Ω, which looks fine. I then reversed the current and combined the two readings to remove the thermal voltage, and the result fell to 9891 Ω. Why does the more careful procedure give the worse answer? And if the method is four-terminal, what is still wrong?

**Answer**

Your circuit contains two errors of nearly equal size and opposite sign. The single reading benefits from their near cancellation. Reversal removes one of them and exposes the other.

**What the four terminals achieve**

Call the sense taps A and B, and let R be the film resistance between them. Current I enters at the A side and leaves at the B side. The sense contacts and their leads have resistances r₂ and r₃, with sum r_s = r₂ + r₃. These include any extra resistance that the meter current meets in the film where it converges on a small tap. If the voltmeter drew no current and the sense loop held no voltage of its own, there would be no drop across r₂ or r₃, and the meter would show

V = R I.

The sense contacts are harmless in this limit because their current is zero. Their resistance is still there, and it matters again as soon as some current flows through it.

A real voltmeter has a finite input resistance R_in, so a small current i leaves the film at A, passes through r₂, the meter and r₃, and returns at B. Let E be the net thermal voltage in this loop, counted positive when it raises the reading. I assume steady direct current, ohmic contacts, taps small enough not to disturb the current in the film, and a floating source and isolated meter, so that there are no other current paths. Meter gain error and noise are left out.

At A the current I splits, so the film between the taps carries I − i. The tap voltage is therefore R(I − i). On the way to the meter, E is added and the drop i r_s is lost:

V = R(I − i) + E − i r_s.

The same current passes through the meter's input resistance, so V = i R_in. Equating the two expressions and collecting the terms in i gives

R I + E = i (R_in + R + r_s),

i = (R I + E)/(R_in + R + r_s).

Multiplying by R_in gives V, and dividing V by I gives the resistance that the instrument reports:

R_meas = V/I = g (R + E/I),

g = R_in/(R_in + R + r_s).

The resistances of the current contacts do not appear. They affect the voltage the source must supply, but I is the current measured in the current lead, whatever voltage was needed to drive it. Thermal voltages in the current leads drop out for the same reason. If you use the source's set value instead, and part of that current leaks away inside the source, the error in I is a further one.

**The error from the voltmeter's input resistance**

Set E = 0 for the moment. The factor g then contains two separate effects. First, the meter branch is in parallel with the film and takes some of its current. From i = R I/(R_in + R + r_s), the fraction left in the film is

(I − i)/I = (R_in + r_s)/(R_in + R + r_s).

Second, the sense contacts and the meter form a voltage divider, so the meter receives only the fraction

R_in/(R_in + r_s)

of the tap voltage. In the product of the two fractions the factor R_in + r_s cancels, which leaves g.

For your values the film keeps 0.999011 of the current and the divider passes 0.990099 of the voltage. Their product is

g = 10 MΩ/(10 MΩ + 10 kΩ + 100 kΩ) = 0.98912.

The reading with loading alone is 0.98912 × 10 000 Ω = 9891.2 Ω. The error relative to the true R is

g − 1 = −(R + r_s)/(R_in + R + r_s) = −1.088 %.

Most of this comes from the divider, because your sense contacts have ten times the resistance of the film between them. Perfect sense contacts would not remove the whole error, however. With r_s negligible, the meter is still in parallel with R, and the reading is 9990.0 Ω.

Two limits show what to watch for. If R is much smaller than r_s, the relative error tends to −r_s/(R_in + r_s), which does not depend on R. A low film resistance is then no protection against poor sense contacts. If R is much larger than r_s, the error tends to −R/(R_in + R), and the film's own resistance sets the requirement on the meter. In both cases the safe condition is that R_in be much larger than the sum R + r_s.

**The error from thermal voltages**

A temperature difference along a conductor produces a voltage even without a current. With the convention

dV = −S dT,

where S is the Seebeck coefficient, we can add the contributions from the low meter terminal to the high one. Let both terminals be at temperature T₀ and the taps at T_A and T_B. Both leads are made of one uniform material with coefficient S_lead, the film has a uniform coefficient S_sample, and each contact is at a single temperature. Over the small temperature range, take both coefficients as constant. The three sections contribute

low terminal to B: −S_lead (T_B − T₀),

B to A through the film: −S_sample (T_A − T_B),

A to high terminal: −S_lead (T₀ − T_A).

In the sum, T₀ cancels, and the two lead terms combine to S_lead (T_A − T_B). Hence

E = (S_lead − S_sample)(T_A − T_B).

Warm or cold places along a uniform lead do not matter, because each section depends on its end temperatures alone. The thermal voltage vanishes if the taps are equally warm, or if leads and film have the same Seebeck coefficient. Neither condition is secured by having four terminals.

Your 1 µV is easily reached. With model coefficients of 2 µV/K for the leads and −3 µV/K for the film, a tap difference of 0.2 K gives

E = (2 + 3) µV/K × 0.2 K = 1.0 µV.

The wanted signal is R I = 10 kΩ × 10 nA = 100 µV. With an ideal voltmeter, the thermal voltage would add E/I = 1 µV/10 nA = 100 Ω, and the reading would be 10 100 Ω, or 1.0 % too high.

The relative thermal error is E/(R I). At a fixed current it grows as R falls, which is the opposite of what the film's own share in the loading error does. What counts is the size of E compared with the signal voltage.

**Why your first reading looked right**

With both errors present,

R_meas = 0.98912 × (10 000 Ω + 100 Ω) = 9990.1 Ω.

The total error is −0.099 %, although each error alone is about 1 %. If you reverse the current and leave the meter leads where they are, R I changes sign while E does not. The ratio V/I is then

0.98912 × (10 000 Ω − 100 Ω) = 9792.3 Ω,

which is 2.08 % low. The good agreement in the first direction was a matter of sign.

The cancellation can even be complete. Requiring R_meas = R means

R + E/I = R/g = R (R_in + R + r_s)/R_in = R + R (R + r_s)/R_in,

so that

E/I = R (R + r_s)/R_in.

For your circuit the right side is 10 kΩ × 110 kΩ/10 MΩ = 110 Ω, which corresponds to E = 1.10 µV at 10 nA. A reading equal to the expected value is therefore no evidence that either error is absent.

Raising the current separates the two, provided that R and E stay the same. The single reading is 9990.1 Ω at 10 nA, 9901.1 Ω at 100 nA and 9892.2 Ω at 1000 nA. It settles, but towards g R = 9891.2 Ω and not towards R. The thermal term E/I falls with current, while the loading factor does not contain the current at all. A resistance that no longer changes with current can still be wrong.

**What current reversal removes**

For a constant E, the voltages in the two directions are

V(+I) = g (R I + E),

V(−I) = g (−R I + E).

Subtracting them cancels E and doubles the resistive part. Division by 2I gives

R_rev = [V(+I) − V(−I)]/(2I) = g R.

This is your 9891.2 Ω. Reversal did its job, but the input loading changes sign together with the signal and so survives.

The condition "constant E" deserves care, since the thermal voltage may depend on the current. Write

E(I) = E₀ + β I + γ I².

The terms E₀ and γ I² are the same for both directions and cancel. The middle term changes sign, so E(I) − E(−I) = 2β I, and

R_rev = g (R + β).

The coefficient β has the unit of a resistance, and these two readings cannot distinguish it from R. With β = 20 Ω, your reversed reading would be 9911.0 Ω. Such a term can arise from Peltier heat, which is proportional to the current and warms one junction while cooling the other. If the heat flow responds linearly, the resulting temperature difference is proportional to I, and so is its Seebeck voltage. The 20 Ω is only an illustration and is larger than Peltier heat could give with the model coefficients above. With ΔS = S_lead − S_sample and current leads of the same material, the Peltier heat is T ΔS I. If all of it flows through the film, with thermal conductance K between the taps, then β = ΔS² T/K. For a metallic film the electrons alone give K = L₀T/R, with L₀ = 2.44 × 10⁻⁸ V²/K², so β is at most ΔS² R/L₀ ≈ 10 Ω for ΔS = 5 µV/K, even in a suspended and thermally isolated film. A substrate carries the heat away, and for a millimetre-sized film on glass β falls to the order of 10⁻⁶ Ω. The term matters mainly for suspended samples and for materials with large Seebeck coefficients. Joule heat is proportional to I², and to leading order it contributes to the even term.

The thermal voltage may also drift between readings. Suppose that E = E₀ + a t, and that readings are taken at times 0, τ and 2τ with current directions +, −, +. Then

V₁ = g (R I + E₀),

V₂ = g (−R I + E₀ + a τ),

V₃ = g (R I + E₀ + 2a τ).

The first two readings alone give

(V₁ − V₂)/(2I) = g [R − a τ/(2I)].

For a drift of 20 nV/s and an interval of 10 s, E changes by 200 nV between readings. The drift term a τ/(2I) is then 200 nV/20 nA = 10 Ω, and the result drops to 9881.3 Ω. With all three readings, form V₁ − 2V₂ + V₃. The constant parts add to E₀ − 2E₀ + E₀ = 0, the drift parts to −2a τ + 2a τ = 0, and the resistive parts to 4R I. Therefore

(V₁ − 2V₂ + V₃)/(4I) = g R,

which is 9891.2 Ω again. Linear drift is gone, and the loading error remains.

**An offset that comes from the meter**

Your model leaves out one more effect that depends on the contacts. A voltmeter can send a small bias current I_b out of its high terminal, which returns at its low terminal. The input resistance then carries i + I_b, so V = R_in (i + I_b), or

i = V/R_in − I_b.

Insert this into the loop equation V = R I + E − i (R + r_s):

V = R I + E − (R + r_s) V/R_in + I_b (R + r_s).

Move the term with V to the left. Its coefficient becomes 1 + (R + r_s)/R_in = 1/g, and so

V = g [R I + E + I_b (R + r_s)].

A bias current of 10 pA through your 110 kΩ gives an offset of 1.10 µV, slightly more than the thermal voltage. If it is constant, current reversal removes it along with E.

**How to recover the resistance**

The remaining factor g can be measured with the same instruments. Disconnect the current leads and connect the source to the two sense leads at the meter, with the meter still across them. The source current I now divides between the meter, which takes V/R_in, and the path through r₂, the film and r₃, which takes the rest. Along that path

V = (I − V/R_in)(R + r_s) + E.

Collecting the terms in V gives V/g = I (R + r_s) + E, with the same g as before. Reverse the current, subtract and divide by 2I as above. For constant E, this two-wire reading is

P = g (R + r_s) = R_in (R + r_s)/(R_in + R + r_s).

Dividing by R_in and subtracting from one,

1 − P/R_in = 1 − (R + r_s)/(R_in + R + r_s) = R_in/(R_in + R + r_s) = g.

The corrected resistance is therefore

R = R_rev/(1 − P/R_in).

In your circuit P = 108.80 kΩ, so P/R_in = 0.01088 and

R = 9891.2 Ω/0.98912 = 10 000 Ω.

The value of P also shows how much the four terminals did achieve. A two-wire measurement through these contacts is wrong by a factor of almost eleven, and the uncorrected four-wire result by about one per cent.

The correction needs a known R_in and contacts that are ohmic and unchanged between the two measurements. It does not remove a thermal term proportional to the current. Its sensitivity to R_in is mild while P/R_in is small: to first order R ≈ R_rev (1 + P/R_in), so a 10 % error in R_in changes the result by about 10 % of 1.1 %, or 0.1 %.

A meter with a larger input resistance makes the correction itself smaller. With 10 GΩ, the reversed reading is 9999.89 Ω, which is 0.0011 % below the true value. This figure belongs to the model, with perfect isolation and no noise, and at this level both assumptions can fail. If the low side of the source is grounded and the low terminal of the meter leaks to ground through R_leak, the reading rises by about r₃r₄/R_leak, where r₄ is the current contact on the B side. For R_leak = 10 GΩ this is 0.25 Ω with r₄ = 50 kΩ and 5 Ω with r₄ = 1 MΩ. It survives reversal and brings a current contact back into the result. The thermal noise of 110 kΩ at room temperature scatters the reversed reading by about 2 Ω at 10 nA with readings of 1 s. The single reading, however, becomes 10 099.9 Ω. The better meter raises the error of the single reading from 0.1 % to 1.0 % in size, because the loading error no longer hides the thermal one. Use the better meter and the reversal together; if you must keep the 10 MΩ meter, take the reversed 9891 Ω as the starting point and correct it, since its remaining error in your circuit has a known cause. The numerical output below lists the readings for each case.

Numbers as computed

```
Sample resistance R: 10000 ohm
Each sense contact: 50 kohm
Total sense resistance rs: 100 kohm
Meter input resistance: 10 Mohm
Current I: 10 nA
Ideal voltage R*I: 100.0 uV
Lead Seebeck coefficient: 2.0 uV/K
Sample Seebeck coefficient: -3.0 uV/K
Tap temperature difference: 0.2 K
Thermal voltage E: 1.000 uV
Thermal term E/I: 100.00 ohm
Loading factor g: 0.989120 (no unit)
Sample current fraction, E=0: 0.999011 (no unit)
Voltage divider fraction: 0.990099 (no unit)
Reading, loading only: 9891.20 ohm
Error, loading only: -1.088 %
Reading, thermal only: 10100.00 ohm
Error, thermal only: 1.000 %
Loading only, ideal sense contacts: 9990.01 ohm
Single reading, +I: 9990.11 ohm
Error of single reading, +I: -0.099 %
Single reading, -I: 9792.28 ohm
Error of single reading, -I: -2.077 %
Reversed reading: 9891.20 ohm
Error of reversed reading: -1.088 %
E that hides loading exactly: 1.100 uV
Single reading at 10 nA: 9990.11 ohm
Single reading at 100 nA: 9901.09 ohm
Single reading at 1000 nA: 9892.19 ohm
Odd thermal coefficient beta: 20 ohm
Reversed reading with beta: 9910.98 ohm
Thermal drift rate: 20 nV/s
Time between readings: 10 s
Two-reading result with drift: 9881.31 ohm
Three-reading result with drift: 9891.20 ohm
Meter bias current: 10 pA
Equivalent bias offset: 1.100 uV
Reversed two-wire reading P: 108803.17 ohm
Corrected resistance: 10000.00 ohm
Higher input resistance: 10 Gohm
Single reading, higher input: 10099.89 ohm
Reversed reading, higher input: 9999.89 ohm
Error, reversed, higher input: -0.0011 %
```
